# Thermal Resistance at Which a Transistor's Static Output Slope Vanishes

## Problem

A field-effect transistor operates at fixed gate voltage with drain current \(I=0.5\) A, drain voltage \(V=20\) V and channel temperature \(T=400\) K. Its drain current is a function \(F(V,T)\) of drain voltage and channel temperature. At the operating point,

\[
g=\left(\frac{\partial F}{\partial V}\right)_T=5\ \text{mS},\qquad
a=\left(\frac{\partial F}{\partial T}\right)_V=-1\ \text{mA/K}.
\]

The dissipated power \(P=IV\) heats the channel above a base whose temperature is held fixed.

(a) Derive the static output slope \(dI/dV\), measured so slowly that the channel temperature follows the power.

(b) Find the thermal resistance at which this slope vanishes.

(c) Find the slope for smaller and larger thermal resistances, and explain the role of the feedback of current on power.

(d) Decide whether the flat point is a maximum of the current.

(e) Find how the current responds in time to a small voltage step when the static slope is zero.

(f) Determine what changes when the thermal conductivity of the heat path falls with temperature, and estimate the effect of other simplifications.

## Solution

### (a) The static slope

The model gives the channel a single effective temperature. It neglects gate power, and it takes charge traps to be either frozen or already counted in \(g\). Both \(g\) and \(a\) belong to the hot operating point, not to the cold device.

Along the static curve, voltage and temperature change together:

\[
dI=g\,dV+a\,dT .
\]

The temperature change follows from the power change through the differential thermal resistance

\[
r=\frac{dT}{dP}.
\]

Since \(P=IV\), the product rule gives

\[
dT=r\,dP=r\,(I\,dV+V\,dI).
\]

The first term is the extra heating at unchanged current. The second is feedback: a change of current alters the power, which alters the temperature and hence the current again. Substitution gives

\[
dI=g\,dV+a r I\,dV+a r V\,dI .
\]

Collecting the terms in \(dI\) on the left,

\[
(1-a r V)\,dI=(g+a r I)\,dV,
\]

and therefore

\[
\boxed{\frac{dI}{dV}=\frac{g+a r I}{1-a r V}} .
\]

Here \(a\) is negative while \(r\), \(I\) and \(V\) are positive. In the numerator, \(arI\) opposes \(g\). In the denominator, \(-arV\) is positive, so the denominator exceeds 1. It reduces the size of the slope but can neither create nor remove a zero.

### (b) The thermal resistance for zero slope

The slope vanishes when the numerator does:

\[
g+a r I=0\quad\Longrightarrow\quad r_0=-\frac{g}{aI}.
\]

With the given values,

\[
r_0=\frac{5\times10^{-3}\ \text{A/V}}
{(1\times10^{-3}\ \text{A/K})(0.5\ \text{A})}
=10\ \frac{\text{K}}{\text{V A}}=10\ \text{K/W}.
\]

At this resistance, a rise of 1 V at constant current adds 0.5 W and heats the channel by 5 K. The heating removes 5 mA, which is what the isothermal conductance adds.

The drain voltage does not appear in \(r_0\). At zero slope \(dI=0\), so the feedback term \(V\,dI\) drops out and \(dP=I\,dV\). This independence holds for given \(I\), \(g\) and \(a\). In a real device these quantities themselves depend on the operating point.

If the heat path is linear, \(r\) equals the ordinary thermal resistance

\[
R=\frac{T-T_{\text{base}}}{P}.
\]

The power is \(0.5\times20=10\) W, so the channel is 100 K above the base, which must be at 300 K. If the path is not linear, the result fixes \(r\) rather than \(R\); part (f) shows the difference.

### (c) Other thermal resistances

For a comparison at the same operating point, \(I\), \(V\), \(T\), \(g\) and \(a\) are held fixed. With a linear path, the base temperature must then be adjusted for each resistance. At 5 K/W, for example,

\[
\frac{dI}{dV}=\frac{5-1\times5\times0.5}{1+0.001\times5\times20}\ \text{mS}
=\frac{2.5}{1.1}\ \text{mS}=2.27\ \text{mS}.
\]

The same calculation gives the following values. The last column omits the feedback by replacing the denominator with 1.

| \(r\) (K/W) | Slope (mS) | No feedback (mS) |
|---:|---:|---:|
| 0 | 5.00 | 5.00 |
| 5 | 2.27 | 2.50 |
| 10 | 0.00 | 0.00 |
| 15 | −1.92 | −2.50 |
| 20 | −3.57 | −5.00 |

Below 10 K/W, the direct effect of voltage is stronger than the heating. Above it, heating wins and the static curve falls. The feedback weakens either trend. When the current falls, for instance, the power rises less than it would at constant current, so the channel heats less.

Two limits help to check the formula. As \(r\to0\), the channel stays at the base temperature and the slope becomes \(g\). As \(r\to\infty\) at fixed \(I\), \(V\), \(g\) and \(a\), division of numerator and denominator by \(r\) gives

\[
\frac{dI}{dV}\to\frac{aI}{-aV}=-\frac{I}{V}=-25\ \text{mS}.
\]

This is the slope of a curve of constant power, since \(d(IV)=0\) means \(I\,dV+V\,dI=0\). With so large a thermal resistance, any finite change of power would change the temperature without bound. The limit is formal for this example: a linear path at 10 W and 400 K would need a base at absolute zero when \(R=40\) K/W.

### (d) Maximum or minimum

A zero slope alone does not identify a maximum. Let primes denote derivatives with respect to \(V\) along the static curve, and let subscripts on \(F\) denote partial derivatives. The first derivative is

\[
I'=F_V+F_T T'.
\]

Differentiating again, and remembering that \(F_V\) and \(F_T\) each depend on both variables,

\[
I''=F_{VV}+2F_{VT}T'+F_{TT}(T')^2+F_T T''.
\]

For constant \(r\), the heat path gives

\[
T'=r(I+VI'),\qquad T''=r(2I'+VI'').
\]

At the flat point \(I'=0\), so \(T'=rI\) and \(T''=rVI''\). Since \(F_T=a\), moving the last term to the left gives

\[
I''=\frac{F_{VV}+2F_{VT}\,rI+F_{TT}(rI)^2}{1-a r V}.
\]

The denominator is \(1+0.001\times10\times20=1.2\), and \(rI=5\) K/V. The sign is therefore set by second derivatives that the problem does not supply. Two model devices with the same \(I\), \(g\) and \(a\) show both outcomes. Let \(I_0\), \(V_0\) and \(T_0\) be the operating values.

**Power-law device.** Let

\[
F=[I_0+g(V-V_0)]\left(\frac{T}{T_0}\right)^{-q},
\qquad q=-\frac{aT_0}{I_0}=0.8 .
\]

This choice of \(q\) gives \(F_T=-qI_0/T_0=a\), as required. At the operating point,

\[
F_{VV}=0,\qquad
F_{VT}=-\frac{gq}{T_0}=-1\times10^{-5}\ \frac{\text{A}}{\text{V K}},
\]
\[
F_{TT}=\frac{I_0q(q+1)}{T_0^2}=4.5\times10^{-6}\ \frac{\text{A}}{\text{K}^2}.
\]

The three terms of the numerator are 0, −0.1000 and +0.1125 mA/V². Their sum divided by 1.2 is \(I''=+0.0104\) mA/V², a shallow minimum. It is so shallow that a thermal resistance that rises with power can turn it into a maximum, as part (f) shows.

**Bending device.** Let

\[
F=[I_0+g(V-V_0)-b(V-V_0)^2]\,
e^{a(T-T_0)/I_0},
\]

with \(b=0.1\) mA/V². Now

\[
F_{VV}=-2b,\qquad F_{VT}=\frac{ga}{I_0},\qquad F_{TT}=\frac{a^2}{I_0}.
\]

The three terms are −0.20, −0.10 and +0.05 mA/V². Division of their sum by 1.2 gives \(I''=-0.208\) mA/V², a maximum. The downward bend of the isothermal curve supplies most of this sum. Without it, the other two terms would still give a maximum, but a shallower one, with \(I''=-0.05/1.2=-0.04\) mA/V².

These devices also provide a test of part (b). The equation \(I=F(V,T_{\text{base}}+RIV)\) was solved numerically and its solution differentiated, without use of the slope formula. The operating voltage was set to 10, 20 and 30 V, with \(I\), \(g\), \(a\) and the 400 K channel temperature held fixed by choice of the device and base temperature. In all six cases the slope vanished at 10.000 K/W.

### (e) Response to a voltage step

Take a linear heat path with one heat capacity \(C\), and let \(\tau=RC\). The energy balance is

\[
C\frac{dT}{dt}=IV-\frac{T-T_{\text{base}}}{R}.
\]

Raise the voltage by a small \(\Delta V\), and let \(\theta\) be the resulting temperature change. To first order,

\[
\Delta I=g\,\Delta V+a\theta .
\]

The change in power is \(I\,\Delta V+V\,\Delta I\). Inserting this in the energy balance and multiplying by \(R\) gives

\[
\tau\frac{d\theta}{dt}
=R(I+gV)\Delta V-(1-aRV)\theta .
\]

The temperature cannot jump, so \(\theta(0)=0\). The solution is

\[
\theta(t)=\theta_\infty\left[1-e^{-(1-aRV)t/\tau}\right],
\qquad
\theta_\infty=\frac{R(I+gV)}{1-aRV}\Delta V .
\]

At the flat point \(R=-g/(aI)\), so \(1-aRV=1+gV/I=(I+gV)/I\). Hence \(\theta_\infty=RI\,\Delta V=-(g/a)\Delta V\), and

\[
\Delta I(t)=g\,\Delta V\,e^{-(1-aRV)t/\tau}.
\]

The current first rises as it would at constant temperature, and the rise then decays to zero. For a chosen \(\tau=10\) µs and a step of 10 mV, the initial rise is 50 µA. After 10 µs it is 15 µA. The decay time is \(10/1.2=8.3\) µs, shorter than \(\tau\) because the falling current also reduces the heating.

A small pulse that starts from the hot operating point and is much shorter than the thermal response therefore measures \(g=5\) mS, while a slow sweep measures zero slope. Short pulses from an unbiased, cold device measure the conductance at the base temperature instead; in a real device with traps, the bias held between pulses also sets the trap occupancy, so the two measurements can differ by more than temperature. For the power-law device at 300 K this is \(5\times(300/400)^{-0.8}=6.3\) mS. A heat path with several thermal time constants would not give this single exponential, but the static condition of part (b) depends only on the total \(r\).

### (f) Falling thermal conductivity and other corrections

In crystals such as GaN and SiC, phonons carry most of the heat. Above room temperature, stronger scattering among phonons lowers the conductivity. Suppose that along the whole path

\[
k(T)=k_b\left(\frac{T}{T_b}\right)^{-n},\qquad n=1.3,
\]

where \(T_b\) is the base temperature, \(k_b\) is the conductivity there, and the exponent is a rough value. For heat flowing through a path of cross-section \(A(x)\), with \(x\) measured from channel to base, \(P=-kA\,dT/dx\). Separating variables, integrating and dividing by \(k_b\) gives

\[
R_bP=\int_{T_b}^{T}\left(\frac{T'}{T_b}\right)^{-n}dT',
\qquad R_b=\int\frac{dx}{k_bA(x)} .
\]

Differentiation with respect to \(P\) gives \(r=R_b(T/T_b)^n\). Evaluation of the integral, with \(m=n-1=0.3\), gives

\[
R_bP=\frac{T_b}{m}\left[1-\left(\frac{T}{T_b}\right)^{-m}\right].
\]

Insert \(R_b=r(T/T_b)^{-n}\) and multiply by \((T/T_b)^n\). Because \(n-m=1\), the result is

\[
rP=\frac{T}{m}\left[\left(\frac{T}{T_b}\right)^m-1\right].
\]

For \(T_b=300\) K, \(T=400\) K and \(P=10\) W, this gives \(r=12.0\) K/W, although the ordinary resistance is \(R=100/10=10\) K/W. An added watt heats the channel by more than the average watt did, because the path is already hot. The static slope is then −0.81 mS instead of zero. Its size depends on the rough exponent and on applying it to the whole path. For \(n\) from 1 to 2 the slope runs from −0.61 to −1.32 mS. If 60% of the temperature rise falls across a part of constant conductivity next to the base, such as a metal package, \(n=1.3\) gives \(r=11.2\) K/W and −0.48 mS.

To restore a flat curve at the same channel temperature and power, set \(r=10\) K/W:

\[
\left(\frac{T}{T_b}\right)^{0.3}
=1+\frac{0.3\times10\times10}{400}=1.075 .
\]

Thus \(T_b=314.3\) K, and the ordinary resistance is \((400-314.3)/10=8.57\) K/W. The answer 10 K/W remains correct for the differential resistance.

The kind of flat point can change too. Since \(r\) now grows with power, \(T''\) gains the term \((dr/dP)(P')^2\), where \(P'=I\) at the flat point. From \(r=R_b(T/T_b)^n\),

\[
\frac{dr}{dP}=\frac{n r^2}{T}=\frac{1.3\times10^2}{400}=0.325\ \text{K/W}^2 .
\]

This adds \(aI^2\,dr/dP=-0.081\) mA/V² to the numerator of \(I''\) in part (d). For the power-law device the numerator changes from +0.0125 to −0.069 mA/V², and \(I''\) becomes −0.057 mA/V². The shallow minimum has become a maximum.

**Comparison with a real device.** The parameters are in the rough regime of a GaN-on-SiC transistor with about 1 mm of gate width. A dissipation of 10 W is high for continuous operation at that width. The channel of a real device is not at one temperature. If its hot spot rises 1.3 times as much as the effective temperature that controls the current, a hot-spot resistance of 10 K/W corresponds to an effective 7.7 K/W. With \(I\), \(V\), \(g\) and \(a\) unchanged, the slope is then +1.0 mS. This ratio is an assumption, but it shows that the definition of the measured temperature matters.

Slow traps can also change the result. Suppose \(g=5\) mS was measured with traps frozen, but in a slow sweep trapping raises the threshold voltage by 1 mV per volt of drain. With an assumed transconductance of 300 mS, the conductance falls by 0.3 mS to 4.7 mS. The required resistance becomes \(4.7/0.5=9.4\) K/W.

Two other effects look small here. An assumed gate current of 0.1 mA at 3 V dissipates \(3\times10^{-5}\) of the drain power. If the full 20 V drops across an assumed gate-to-drain distance of 3000 nm, the mean field is 0.067 MV/cm, about 2% of a rough critical field of 3 MV/cm. The peak field is higher, so this comparison does not exclude local avalanche. Any resulting change of drain current with voltage at constant temperature belongs in \(g\).

The numerical output lists the assumed inputs of these estimates.

## Computed results

```
Drain current: 0.500 A
Isothermal output conductance: 5.00 mS
Current temperature coefficient: -1.00 mA/K
Drain voltage: 20.0 V
Dissipated power: 10.00 W
Channel temperature: 400.0 K
Thermal resistance for zero slope, formula: 10.000 K/W
Base temperature at that resistance: 300.0 K
Heating per volt at zero slope: 5.00 K/V
Thermal current change per volt: -5.00 mA/V
Zero-slope resistance found, power-law device, 10 V: 10.000 K/W
Zero-slope resistance found, power-law device, 20 V: 10.000 K/W
Zero-slope resistance found, power-law device, 30 V: 10.000 K/W
Zero-slope resistance found, bending device, 10 V: 10.000 K/W
Zero-slope resistance found, bending device, 20 V: 10.000 K/W
Zero-slope resistance found, bending device, 30 V: 10.000 K/W
Slope at 0 K/W: 5.000 mS; without feedback term: 5.000 mS
Slope at 5 K/W: 2.273 mS; without feedback term: 2.500 mS
Slope at 10 K/W: 0.000 mS; without feedback term: 0.000 mS
Slope at 15 K/W: -1.923 mS; without feedback term: -2.500 mS
Slope at 20 K/W: -3.571 mS; without feedback term: -5.000 mS
Curvature at flat point, power-law device: 0.0104 mA/V^2 (minimum)
Curvature at flat point, bending device: -0.2083 mA/V^2 (maximum)
Thermal time constant RC: 10.0 us
Voltage step: 10.0 mV
Current excess just after step: 50.00 uA
Current excess after one RC: 15.06 uA
Current excess after 15 RC: 0.0005 uA
Decay time of the excess: 8.33 us
Conductivity exponent (rough): 1.3
Base 300 K, ordinary resistance: 10.00 K/W
Base 300 K, differential resistance: 12.02 K/W
Base 300 K, static slope: -0.814 mS
Flat curve, base temperature: 314.3 K
Flat curve, ordinary resistance: 8.57 K/W
Flat curve, differential resistance: 10.000 K/W
Hot-spot rise over effective rise (assumed): 1.3
Effective resistance if hot spot has 10 K/W: 7.69 K/W
Static slope in that case: 1.00 mS
Transconductance (assumed): 300 mS
Trap threshold shift (assumed): 1.0 mV/V
Zero-slope resistance with trapping: 9.40 K/W
Gate power (0.1 mA at 3 V, assumed) over drain power: 3.0e-05
Gate-to-drain distance (assumed): 3000 nm
Mean gate-to-drain field: 0.067 MV/cm
Mean field over rough critical field of 3 MV/cm: 0.022
```
